\section*{Correlation Factor and Effective Valence in Vacancy Electromigration of fcc Metals}

\section{A drift measurement and two diffusivities}

A gold wire carries a large direct current at a temperature where its atoms are mobile. The atoms drift relative to the crystal lattice at a velocity $v$, and radioactive gold atoms in a similar crystal, without current, spread with a tracer diffusivity $D^*$. The two measurements are to be combined into the effective valence $Z^*$, defined by the force $F=Z^*eE$ on an atom in the field $E$. This force contains the direct action of the field and the momentum given up by the conduction electrons.

The obvious route is the Nernst--Einstein law with the measured diffusivity inserted,
\begin{equation}
v=\frac{D^*}{kT}\,Z_{\rm app}\,eE .
\label{naive}
\end{equation}
The question is whether $Z_{\rm app}$ equals $Z^*$. A small crystal in which both $v$ and $D^*$ can be worked out shows that it does not.

\section{Counter-example: 108 sites and one vacancy}

Take a periodic fcc cell with $N=108$ sites, one vacancy and $N-1$ identical atoms. Let $a$ be the cube edge and $b=a/2$. The twelve jump vectors are $b\,\mathbf d$, with $\mathbf d=(\pm1,\pm1,0)$ and its permutations. Without a force each neighbour of the vacancy exchanges with it at rate $w$.

A force $F$ along $x$ now acts on every atom. An atom that jumps by $bx$ along the field gains the work $Fbx/2$ on its way to the saddle point, so its rate is $w\exp(Fbx/2kT)$. If the true force varies along the path, $F$ is defined by this work.

\subsection*{The drift}

Tag one atom and let $\mathbf r$ be the position of the vacancy relative to it, in units of $b$. There are $N-1$ possible values. The vacancy moves by $\mathbf d$ when an atom moves by $-\mathbf d$, which happens at the rate
\[
k_{\mathbf d}=w\,e^{-Fb\,d_x/2kT}.
\]
Every state is left at the total rate $\sum_{\mathbf d}k_{\mathbf d}$. The state $\mathbf r$ is entered from $\mathbf r-\mathbf d$ at rate $k_{\mathbf d}$, unless $\mathbf r-\mathbf d=0$, which is the site of the tagged atom. In that case $\mathbf r=\mathbf d$, and the missing term is replaced by another. With the vacancy at $-\mathbf d$, the tagged atom can jump by $-\mathbf d$ into it and leave the vacancy at $+\mathbf d$ relative to itself, also at rate $k_{\mathbf d}$. The sum of rates into each state therefore equals the sum of rates out, and the uniform probability $1/(N-1)$ is stationary even under the force.

The tagged atom jumps by $b\mathbf r$ when the vacancy is at a neighbour site $\mathbf r$. Its velocity is
\begin{align}
v&=\frac{1}{N-1}\sum_{\mathbf r\in nn} b\,x_{\mathbf r}\,w\,e^{Fbx_{\mathbf r}/2kT}
\simeq\frac{wb^2F}{2kT(N-1)}\sum_{\mathbf r\in nn}x_{\mathbf r}^2 \nonumber\\
&=D_0\frac{F}{kT},\qquad D_0=\frac{4wb^2}{N-1}.
\label{drift}
\end{align}
The zeroth-order term vanishes because $\sum x_{\mathbf r}=0$. Eight of the twelve neighbours have $x_{\mathbf r}^2=1$ and four have $x_{\mathbf r}=0$, so $\sum x_{\mathbf r}^2=8$.

\subsection*{The tracer diffusivity}

Without a force the tagged atom jumps at the mean rate $\Gamma=12w/(N-1)$, and a single jump has $\langle x^2\rangle=8/12=2/3$. If successive jumps were independent, the diffusivity would be
\[
\tfrac12\Gamma b^2\langle x^2\rangle=\frac{4wb^2}{N-1}=D_0 .
\]
They are not independent. After a jump $\mathbf s$ the vacancy sits at $-\mathbf s$, directly behind the atom, and the likeliest next jump is back.

Two mirror planes of the lattice intersect along the direction of $\mathbf s$, so the mean next jump can only point along that axis. Write it as $t\,\mathbf s$; $t$ is the mean cosine between successive jumps. After the next jump $\mathbf s'$ the vacancy is at $-\mathbf s'$, and the jump after that has the mean $t\,\mathbf s'$, whose average is $t^2\mathbf s$. The mean cosines thus form a geometric series. For a long sequence of $n$ jumps,
\begin{equation}
\frac{\langle X_n^2\rangle}{n\,b^2\langle x^2\rangle}\to1+2(t+t^2+\dots)=1+\frac{2t}{1-t}=\frac{1+t}{1-t}\equiv f .
\label{f}
\end{equation}
Over a long time the number of jumps differs from $\Gamma\times$time by a relative amount that tends to zero, so
\begin{equation}
D^*=fD_0 .
\label{Dstar}
\end{equation}

To find $t$, let $h(\mathbf r)$ be the mean $x$-component of the tagged atom's next jump when the vacancy starts at $\mathbf r$. The vacancy takes each of its twelve steps with probability $1/12$. Either it reaches another site, or it exchanges with the tagged atom, which then moves by $\mathbf r$. Hence
\begin{equation}
12\,h(\mathbf r)=\sum_{\mathbf d}h(\mathbf r+\mathbf d)+x_{\mathbf r}\,\eta(\mathbf r),\qquad h(0)=0,
\label{h}
\end{equation}
where $\eta=1$ on the twelve neighbour sites and zero elsewhere. Setting $h(0)=0$ removes the step onto the tagged atom from the sum. On the neighbour sites the symmetry argument gives $h(\mathbf r)=g\,x_{\mathbf r}$. After a jump $\mathbf s$ the vacancy is at $-\mathbf s$, so $t=-g$.

Numerical solution of these 107 linear equations gives $t=-0.1169$, and so
\[
f=\frac{1-0.1169}{1+0.1169}=0.791 .
\]
With $v=D_0Z^*eE/kT$ from (\ref{drift}), equation (\ref{naive}) returns
\[
\frac{Z_{\rm app}}{Z^*}=\frac{D_0}{D^*}=\frac1f=1.265 .
\]
The tracer diffusivity inserted without correction overestimates the valence by 26\,\% in this cell.

\section{The general statement}

Consider a pure fcc crystal with isolated vacancies at a small fraction $c$. Let the same weak force $F=Z^*eE$ act on every atom, and let the tracer have the same jump rates as its hosts. To first order in $F$ and leading order in $c$, the drift relative to the lattice is
\begin{equation}
v=\frac{D^*}{f}\,\frac{Z^*eE}{kT},\qquad Z^*=f\,Z_{\rm app},\qquad f=0.7815 .
\label{result}
\end{equation}
The apparent valence has the right sign, and its magnitude is too large by $1/f=1.280$.

\subsection*{Proof}

At leading order in $c$ the vacancies contribute independently. The probability $1/(N-1)$ of finding the vacancy at a given site becomes $c$, and (\ref{drift}) holds with $D_0=4wb^2c=wa^2c$. The series (\ref{f}) also carries over. In an infinite crystal the vacancy may escape after a jump. The next jump is then caused by another vacancy, which arrives without a preferred direction and adds nothing to the mean. What remains is to solve (\ref{h}) with $h\to0$ at infinity.

Equation (\ref{h}) holds at $\mathbf r=0$ as well, because $h$ is odd in $x$ and its sum over the twelve neighbours vanishes. It can therefore be Fourier transformed over all sites. Let $H(\mathbf k)=\sum_{\mathbf r}h(\mathbf r)e^{-i\mathbf k\cdot\mathbf r}$ and $c_x=\cos k_x$, with $c_y$ and $c_z$ defined likewise. The sum over jump vectors is
\[
\sum_{\mathbf d}e^{i\mathbf k\cdot\mathbf d}=4S,\qquad S=c_xc_y+c_yc_z+c_zc_x .
\]
The source term is
\[
\sum_{\mathbf s\in nn}x_{\mathbf s}e^{-i\mathbf k\cdot\mathbf s}
=(-2i\sin k_x)(2c_y+2c_z)=-4i\sin k_x\,(c_y+c_z),
\]
and therefore
\[
H(\mathbf k)=\frac{-4i\sin k_x\,(c_y+c_z)}{12-4S}.
\]
To extract $g$, multiply $h(\mathbf s)=g\,x_{\mathbf s}$ by $x_{\mathbf s}$ and sum over the neighbours. The left side is the average of $H(\mathbf k)\sum_{\mathbf s}x_{\mathbf s}e^{i\mathbf k\cdot\mathbf s}$ over full periods of $\mathbf k$, and the right side is $8g$. Since $(-4i)(4i)=16$,
\begin{equation}
g=\frac18\left\langle\frac{16\sin^2k_x(c_y+c_z)^2}{4(3-S)}\right\rangle
=\left\langle\frac{\sin^2k_x\,(c_y+c_z)^2}{2(3-S)}\right\rangle .
\label{g3}
\end{equation}

The average over $k_x$ is elementary. Put $A=3-c_yc_z$ and $B=c_y+c_z$, so that $3-S=A-Bc_x$. From
\[
B^2\sin^2k_x=(A-Bc_x)(A+Bc_x)-(A^2-B^2)
\]
it follows that
\[
\frac{B^2\sin^2k_x}{A-Bc_x}=A+Bc_x-\frac{A^2-B^2}{A-Bc_x}.
\]
The mean of $c_x$ is zero and the mean of $1/(A-Bc_x)$ is $1/\sqrt{A^2-B^2}$, so the right side averages to $A-\sqrt{A^2-B^2}$. Since $\langle A\rangle=3$,
\begin{equation}
g=\frac12\left[3-\left\langle\sqrt{(3-c_yc_z)^2-(c_y+c_z)^2}\right\rangle\right].
\label{g2}
\end{equation}
The midpoint rule gives $2.75464$ for the mean of the square root. Then $g=0.12268$ and
\[
f=\frac{1-g}{1+g}=\frac{0.87732}{1.12268}=0.7815 .
\]
Dividing (\ref{drift}) by (\ref{Dstar}) gives (\ref{result}), which completes the proof.

Larger periodic cells approach this value. With 256 and 500 sites the ratio $Z_{\rm app}/Z^*$ is 1.2732 and 1.2763, and removing an error proportional to $1/N$ from these two gives 1.280.

\section{Where the Einstein relation does hold}

The relation between $D^*$ and mobility is correct for a different experiment, in which the force acts on the tagged atom alone. Let that atom have a slowly varying potential energy $U(x)$ with $F=-dU/dx$. The ratio of forward to backward jump rates is then the Boltzmann factor of the change in $U$, so the system has an equilibrium state. For each position of the tagged atom the vacancies have the same set of arrangements, and the tagged atom's density is $n\propto e^{-U/kT}$. Its flux vanishes:
\[
0=n\,v_1-D^*\frac{dn}{dx}=n\left(v_1-\frac{D^*F}{kT}\right),
\]
which gives $v_1=D^*F/kT=fD_0F/kT$.

This argument fails when every atom feels the same potential. Exchanging the tagged atom with a host then costs no energy, so nothing concentrates the tagged atom where $U$ is low, and its density does not follow $e^{-U/kT}$.

In linear response the velocities due to different forces add. With $F_1$ on the tagged atom and $F_h$ on each host,
\begin{equation}
v=\frac{D_0}{kT}\left[fF_1+(1-f)F_h\right],
\label{split}
\end{equation}
because the bracket must reduce to $fF_1$ for $F_h=0$ and to $F$ for equal forces. The second term is the drift that (\ref{naive}) leaves out: the driven hosts make the vacancies drift against the force, so vacancies reach the tagged atom more often from its forward side, and it jumps forward into them. A force on the tagged atom alone has the opposite effect and leaves an excess of vacancies behind it, which reduces the first term to $fF_1$. For equal forces the two excesses cancel, and the distribution stays uniform as found above. A numerical solution for the biased steady state of the 256-site cell, with $Fb=10^{-3}kT$, gives $0.785$, $0.215$ and $1.000$ of $D_0F/kT$ for a force on the tagged atom, on the hosts and on all atoms.

Two limits show what $f$ measures. If the vacancy were placed at random after every jump, whether of the tagged atom or of a host, $t$ would be zero, $f$ would be one, and the two diffusivities would agree. In a single long row of atoms with very few vacancies, a vacancy behind the tagged atom returns almost surely, and from the same side. Then $t\to-1$ and $f\to0$. The row still drifts under a force on all atoms, but the ratio $D^*/D_0$ tends to zero and the apparent valence diverges.

\section{Numbers for a gold wire}

The following inputs are rough values for gold near 1200 K: $D^*=2.0\times10^{-9}$ cm$^2$/s, resistivity $12\ \mu\Omega\,$cm and current density $1.0\times10^4$ A/cm$^2$. The field is
\[
E=(12\times10^{-6})(1.0\times10^4)=0.12\ \mathrm{V/cm}.
\]
The drift is taken as $v=-0.90\ \mu$m/h, or $-2.5\times10^{-8}$ cm/s. The minus sign means against the field, towards the anode. With $kT=0.1034$ eV,
\[
Z_{\rm app}=\frac{v\,kT}{D^*eE}=\frac{(-2.50\times10^{-8})(0.1034)}{(2.0\times10^{-9})(0.12)}=-10.8,
\]
\[
Z^*=0.7815\times(-10.77)=-8.4 .
\]
By (\ref{split}), $-0.70\ \mu$m/h of the drift comes from the force on the atom itself and $-0.20\ \mu$m/h from the force on its hosts.

Several further effects enter in a real wire. The first of those listed here can outweigh the correction itself, and the last can do so away from the hottest point.

\begin{itemize}
\item \textit{Marker geometry.} The velocity $v$ is a drift relative to the lattice. If the volume change caused by the atomic flux is shared equally by three directions, a surface marker between fixed cold ends moves along the wire at the velocity $-v/3$: the lattice shifts against the atomic drift, and at only a third of its speed. Reversing the sign but omitting the factor 3 would give $Z^*=-2.8$. The factor depends on how the specimen changes shape: if the cross-section stays fixed and the whole volume change goes into length, the marker moves at $-v$.
\item \textit{Divacancies.} For bound nearest-neighbour pairs with equal jump rates, the same kind of cell calculation, extrapolated in $1/N$, gives a correlation factor of 0.458. Drifts of parallel mechanisms add, so for equal $Z^*$ the factor $1/f$ becomes $\sum_i s_i/f_i$, where $s_i$ is the share of mechanism $i$ in $D^*$. An assumed 10\,\% share of pairs gives $0.9/0.7815+0.1/0.458=1.37$ and $Z^*=-7.9$.
\item \textit{Temperature.} With an activation energy $Q=1.8$ eV, a mismatch $\Delta T=5$ K between the two measurements changes $D^*$ by the fraction $Q\Delta T/kT^2=7.3\,\%$, and the inferred valence by about as much.
\item \textit{Grain boundaries.} Boundaries 0.5 nm wide fill a fraction $3\delta/d$ of a crystal with grain size $d=0.5$ mm. If diffusion in them is $5\times10^3$ times faster, they add at most 1.5\,\% to the tracer diffusivity, the limit in which all boundaries run along the wire. Their share of the drift is the same only if $f$ and $Z^*$ in the boundary equal the lattice values; a boundary correlation factor of 0.5 would raise it to 2.3\,\%. The addition grows as $1/d$, so at the same ratio it would exceed the lattice part in a film with micrometre grains, where the lattice value of $f$ no longer governs the drift.
\item \textit{Thermal gradient.} A heat of transport of 1 eV and a gradient of 20 K/cm give a force equal to 1.6\,\% of the electrical one. So small a gradient is found only close to the hottest point. If the wire loses its Joule heat mainly through its cold ends, the gradient at this current grows by roughly 500 K/cm for each centimetre from the middle. It passes 20 K/cm after about 0.4 mm, and within a centimetre the thermal force is as large as the correction by $f$.
\end{itemize}

The linear expansion in the force is safe here: over a jump length of 0.29 nm, the force does work equal to $2.8\times10^{-7}\,kT$. For an assumed vacancy fraction of $10^{-4}$, the dependence of $f$ on cell size gives $10^{-4}$ as a rough upper estimate of the shift in $f$. Close to the hottest point of this wire, then, the factor 1.28 is a larger correction than the thermal, grain-boundary and 5 K temperature effects, but it is meaningful only after the marker shift has been converted to a drift relative to the lattice.
